# Bending stiffness of [110] and [100] silicon walls during drying: verification in Python

```python
# Result under test: plane-strain bending modulus E' of long walls on (001) silicon,
#   E' = C11 - C12^2/Cnn,  Cnn = C11 for a [100] wall,
#   Cnn = (C11 + C12 + 2 C44)/2 for a [110] wall.
# Axes: n = across the thickness, t = along the wall, z = [001] = height.
# h, H, s = wall thickness, wall height, gap; gamma = surface tension;
# D = E' h^3/12 = bending stiffness per unit wall length.
# Internal units: nm and GPa, so that GPa*nm = N/m and GPa*nm^3 = 1e-18 N m.
import itertools
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve

C11, C12, C44 = 166.0, 64.0, 80.0      # GPa, rounded silicon values
h, H, s = 15.0, 120.0, 25.0            # nm
gamma = 0.021                          # N/m, complete wetting
PAIRS = [(0, 0), (1, 1), (2, 2), (1, 2), (0, 2), (0, 1)]


def local_stiffness(angle, c11=C11, c12=C12, c44=C44):
    """6x6 stiffness in axes (n, t, z); t makes 'angle' with [100]."""
    d = np.eye(3)
    c = (c12 * np.einsum('ij,kl->ijkl', d, d)
         + c44 * (np.einsum('ik,jl->ijkl', d, d) + np.einsum('il,jk->ijkl', d, d)))
    for i in range(3):
        c[i, i, i, i] += c11 - c12 - 2 * c44
    co, si = np.cos(angle), np.sin(angle)
    r = np.array([[si, -co, 0], [co, si, 0], [0, 0, 1.0]])
    c = np.einsum('ai,bj,ck,dl,ijkl->abcd', r, r, r, r, c)
    return np.array([[c[p + q] for q in PAIRS] for p in PAIRS])


def condensed_modulus(c):
    """sigma_zz/eps_zz with eps_tt = 0 and all other stresses released."""
    free = [0, 3, 4, 5]
    return c[2, 2] - c[2, free] @ np.linalg.solve(c[np.ix_(free, free)], c[free, 2])


def finite_element_wall(c, load, substrate=False, nx=4):
    """Plane-strain wall; returns heights and sideways displacement of midline.
    load = 'pressure' (1 GPa on one face) or 'couple' (sigma_zz = x on top)."""
    a, b, f, g = c[0, 0], c[2, 2], c[0, 2], c[4, 4]
    xe = np.linspace(-h / 2, h / 2, nx + 1)
    ze = np.linspace(0, H, int(round(nx * H / h)) + 1)
    if substrate:
        widths = h / nx * 1.4 ** np.arange(40)
        off = np.cumsum(widths)
        off = off[:np.searchsorted(off, 400.0) + 1]
        xe = np.concatenate((-h / 2 - off[::-1], xe, h / 2 + off))
        ze = np.concatenate((-off[::-1], ze))
    xn = np.interp(np.arange(2 * len(xe) - 1) / 2, np.arange(len(xe)), xe)
    zn = np.interp(np.arange(2 * len(ze) - 1) / 2, np.arange(len(ze)), ze)
    nz = len(zn)
    mass = np.array([[4, 2, -1], [2, 16, 2], [-1, 2, 4]]) / 30
    stif = np.array([[7, -8, 1], [-8, 16, -8], [1, -8, 7]]) / 3
    grad = np.array([[-3, -4, 1], [4, 0, -4], [-1, 4, 3]]) / 6
    coupling = f * np.kron(grad, grad.T) + g * np.kron(grad.T, grad)
    xx, zz = np.kron(stif, mass), np.kron(mass, stif)
    rows, cols, vals = [], [], []
    used = np.zeros(2 * len(xn) * nz, bool)
    for i, j in itertools.product(range(len(xe) - 1), range(len(ze) - 1)):
        if ze[j] + ze[j + 1] > 0 and abs(xe[i] + xe[i + 1]) > h:
            continue
        ratio = (ze[j + 1] - ze[j]) / (xe[i + 1] - xe[i])
        kuu = a * ratio * xx + g / ratio * zz
        kww = g * ratio * xx + b / ratio * zz
        ke = np.block([[kuu, coupling], [coupling.T, kww]])
        node = ((2 * i + np.arange(3))[:, None] * nz + 2 * j + np.arange(3)).ravel()
        dof = np.concatenate((2 * node, 2 * node + 1))
        used[dof] = True
        rows.append(np.repeat(dof, 18))
        cols.append(np.tile(dof, 18))
        vals.append(ke.ravel())
    size = len(used)
    k = coo_matrix((np.concatenate(vals), (np.concatenate(rows), np.concatenate(cols))),
                   shape=(size, size)).tocsr()
    force = np.zeros(size)
    if load == 'pressure':
        face = int(np.argmin(abs(xn + h / 2)))
        for j in range(len(ze) - 1):
            if ze[j] + ze[j + 1] > 0:
                node = face * nz + 2 * j + np.arange(3)
                force[2 * node] += (ze[j + 1] - ze[j]) * mass.sum(axis=1)
    else:
        for i in range(len(xe) - 1):
            if abs(xe[i] + xe[i + 1]) < h:
                ids = 2 * i + np.arange(3)
                force[2 * (ids * nz + nz - 1) + 1] += (xe[i + 1] - xe[i]) * mass @ xn[ids]
    fixed = np.zeros((len(xn), nz), bool)
    fixed[:, 0] = True
    if substrate:
        fixed[[0, -1], :] = True
    keep = np.flatnonzero(used & ~np.repeat(fixed.ravel(), 2))
    u = np.zeros(size)
    u[keep] = spsolve(k[keep][:, keep].tocsc(), force[keep])
    mid = int(np.argmin(abs(xn)))
    return zn, u[2 * (mid * nz + np.arange(nz))]


# ---- moduli: derived formulas against the rotated tensor ----
names = ('100', '110')
stiff = {'100': local_stiffness(0.0), '110': local_stiffness(np.pi / 4)}
Cnn = {'100': C11, '110': (C11 + C12 + 2 * C44) / 2}
E = {w: C11 - C12**2 / Cnn[w] for w in names}
young_length, young_height, modulus_fe = {}, {}, {}
for w in names:
    c = stiff[w]
    S = np.linalg.inv(c)
    young_length[w], young_height[w] = 1 / S[1, 1], 1 / S[2, 2]
    assert abs(c[0, 0] - Cnn[w]) < 1e-9
    assert abs(condensed_modulus(c) - E[w]) < 1e-9
    assert abs(1 / (S[2, 2] - S[1, 2]**2 / S[1, 1]) - E[w]) < 1e-9
    # Pure bending of a two-dimensional solid: faces are free, nothing assumed inside.
    z, u = finite_element_wall(c, 'couple')
    u1, u2, u3 = [u[int(np.argmin(abs(z - q * H)))] for q in (0.5, 0.75, 1.0)]
    curvature = (u1 - 2 * u2 + u3) / (H / 4)**2
    modulus_fe[w] = -1 / curvature
    assert abs(modulus_fe[w] / E[w] - 1) < 1e-4
ratio = E['110'] / E['100']
assert abs(E['110'] - E['100'] - C12**2 * (1 / C11 - 1 / stiff['110'][0, 0])) < 1e-9
angles = np.linspace(0, np.pi / 4, 46)
scan = np.array([condensed_modulus(local_stiffness(q)) for q in angles])
assert np.all(np.diff(scan) > 0)       # [100] softest, [110] stiffest
# The sign of the difference follows 2 C44 - (C11 - C12): try a softer C44.
soft = [condensed_modulus(local_stiffness(q, C11, C12, 40.0)) for q in (0, np.pi / 4)]
assert soft[1] < soft[0]

ratios = []
for d1, d2, d3 in itertools.product((-1, 0, 1), repeat=3):
    pair = [condensed_modulus(local_stiffness(q, C11 + d1, C12 + d2, C44 + d3))
            for q in (0, np.pi / 4)]
    ratios.append(pair[1] / pair[0])

# ---- deflection and collapse ----
pressure = 2 * gamma / s
D = {w: E[w] * h**3 / 12 for w in names}
w0 = {w: pressure * H**4 / (8 * D[w]) for w in names}
w_closed, H_collapse = {}, {}
for w in names:
    tip = quad(lambda q: (H - q) * pressure * (H - q)**2 / 2 / D[w], 0, H)[0]
    assert abs(tip / w0[w] - 1) < 1e-9
    w_closed[w] = (s - np.sqrt(s**2 - 8 * w0[w] * s)) / 4
    root = brentq(lambda q: 8 * D[w] * q / H**4 - 2 * gamma / (s - 2 * q), 0, s / 4)
    assert abs(root / w_closed[w] - 1) < 1e-8
    H_collapse[w] = (D[w] * s**2 / (2 * gamma))**0.25

    def best_balance(height, stiffness=D[w]):
        # Largest excess of elastic over capillary pressure; zero at collapse.
        found = minimize_scalar(
            lambda q: (2 * gamma / (s - 2 * q) - 8 * stiffness * q / height**4) * 1e3,
            bounds=(0, 0.49 * s), method='bounded', options={'xatol': 1e-9})
        return -found.fun

    assert abs(brentq(best_balance, 80, 300) / H_collapse[w] - 1) < 1e-5

# ---- finite elements under side pressure: rigid foot and elastic substrate ----
clamped, footed, shear = {}, {}, {}
for w in names:
    clamped[w] = pressure * finite_element_wall(stiff[w], 'pressure')[1][-1]
    footed[w] = pressure * finite_element_wall(stiff[w], 'pressure', True)[1][-1]
    shear[w] = pressure * H**2 / (2 * (5 / 6) * C44 * h)
    assert abs(clamped[w] / (w0[w] + shear[w]) - 1) < 0.02   # end restraint at foot
fine = pressure * finite_element_wall(stiff['110'], 'pressure', True, 8)[1][-1]
assert abs(fine / footed['110'] - 1) < 0.01                  # mesh convergence
ratio_clamped = clamped['100'] / clamped['110']
ratio_footed = footed['100'] / footed['110']
assert abs(ratio_clamped - ratio) < 0.004
assert abs(ratio_footed - ratio) < 0.006
foot = footed['110'] / clamped['110'] - 1
assert foot > ratio - 1                # foot matters more than wall direction

# ---- other neglected effects, for the [110] wall ----
oxide_thickness, oxide_modulus = 1.0, 75.0   # nm per face, GPa; rough values
core = ((h - 2 * oxide_thickness) / h)**3
oxide_factor = core + (1 - core) * oxide_modulus / E['110']
line_tip = quad(lambda q: (H - q) * gamma * h / 2 / D['110'], 0, H)[0]
assert abs(line_tip / w0['110'] - h * s / H**2) < 1e-9
softening_per_K, warming = 7e-5, 50.0        # rough values
root_strain = 3 * pressure * H**2 / h**2 / E['110']
H_soft = H_collapse['110'] * (oxide_factor / (1 + foot))**0.25
equal_thickness = h * (ratio**(1 / 3) - 1)

print(f"C11, C12, C44 (rounded inputs): {C11:.0f}, {C12:.0f}, {C44:.0f} GPa")
print(f"Wall thickness, height, gap: {h:.0f}, {H:.0f}, {s:.0f} nm")
print(f"Surface tension: {gamma*1e3:.0f} mN/m; contact angle 0 deg")
for w in names:
    print(f"[{w}] wall: Cnn = {Cnn[w]:.1f} GPa")
    print(f"[{w}] wall: -eps_nn/eps_zz = {C12/Cnn[w]:.4f}")
    print(f"[{w}] wall: bending modulus E' = {E[w]:.2f} GPa")
    print(f"[{w}] wall: E' from finite elements = {modulus_fe[w]:.2f} GPa")
    print(f"[{w}] wall: Young modulus along length = {young_length[w]:.1f} GPa")
    print(f"[{w}] wall: bending stiffness D = {D[w]*1e-18:.3e} N m")
    print(f"[{w}] wall: tip deflection, fixed gap = {w0[w]:.3f} nm")
    print(f"[{w}] wall: tip deflection, closing gap = {w_closed[w]:.3f} nm")
    print(f"[{w}] wall: collapse height = {H_collapse[w]:.1f} nm")
    print(f"[{w}] wall: FE tip, rigid foot = {clamped[w]:.3f} nm")
    print(f"[{w}] wall: FE tip, elastic substrate = {footed[w]:.3f} nm")
print(f"Young modulus along height [001]: {young_height['100']:.1f} GPa")
print(f"E' difference [110] - [100]: {E['110']-E['100']:.2f} GPa")
print(f"Stiffness ratio [110]/[100]: {ratio:.4f}")
print(f"Ratio range, constants +-1 GPa: {min(ratios):.4f} to {max(ratios):.4f}")
print(f"Wrong ratio, Young moduli along length: {young_length['110']/young_length['100']:.3f}")
print(f"FE stiffness ratio, rigid foot: {ratio_clamped:.4f}")
print(f"FE stiffness ratio, elastic substrate: {ratio_footed:.4f}")
print(f"Thickness change equal to direction effect: {equal_thickness:.3f} nm")
print(f"Capillary pressure at fixed gap: {pressure*1e3:.2f} MPa")
print(f"Collapse limit of fixed-gap deflection s/8: {s/8:.3f} nm")
print(f"Collapse height ratio [110]/[100]: {H_collapse['110']/H_collapse['100']:.4f}")
print("Neglected effects, [110] wall:")
print(f"  substrate foot, added deflection: {100*foot:.1f} %")
print(f"  oxide input: {oxide_thickness:.0f} nm per face, {oxide_modulus:.0f} GPa")
print(f"  oxide skin, loss of stiffness: {100*(1-oxide_factor):.1f} %")
print(f"  shear, added deflection: {100*shear['110']/w0['110']:.2f} %")
print(f"  contact-line moment, added deflection: {100*line_tip/w0['110']:.2f} %")
print(f"  gap closure, added deflection: {100*(w_closed['110']/w0['110']-1):.1f} %")
print(f"  no lengthwise restraint, loss of E': {100*(1-young_height['110']/E['110']):.1f} %")
print(f"  warming by {warming:.0f} K at {softening_per_K*1e6:.0f} ppm/K: "
      f"{100*softening_per_K*warming:.2f} % softer")
print(f"  largest bending strain at fixed gap: {100*root_strain:.3f} %")
print(f"  collapse height with foot and oxide (rough): {H_soft:.0f} nm")
print("all good")
```

It prints:

```
C11, C12, C44 (rounded inputs): 166, 64, 80 GPa
Wall thickness, height, gap: 15, 120, 25 nm
Surface tension: 21 mN/m; contact angle 0 deg
[100] wall: Cnn = 166.0 GPa
[100] wall: -eps_nn/eps_zz = 0.3855
[100] wall: bending modulus E' = 141.33 GPa
[100] wall: E' from finite elements = 141.33 GPa
[100] wall: Young modulus along length = 130.4 GPa
[100] wall: bending stiffness D = 3.975e-14 N m
[100] wall: tip deflection, fixed gap = 1.096 nm
[100] wall: tip deflection, closing gap = 1.213 nm
[100] wall: collapse height = 156.0 nm
[100] wall: FE tip, rigid foot = 1.103 nm
[100] wall: FE tip, elastic substrate = 1.301 nm
[110] wall: Cnn = 195.0 GPa
[110] wall: -eps_nn/eps_zz = 0.3282
[110] wall: bending modulus E' = 144.99 GPa
[110] wall: E' from finite elements = 144.99 GPa
[110] wall: Young modulus along length = 169.7 GPa
[110] wall: bending stiffness D = 4.078e-14 N m
[110] wall: tip deflection, fixed gap = 1.068 nm
[110] wall: tip deflection, closing gap = 1.179 nm
[110] wall: collapse height = 157.0 nm
[110] wall: FE tip, rigid foot = 1.077 nm
[110] wall: FE tip, elastic substrate = 1.270 nm
Young modulus along height [001]: 130.4 GPa
E' difference [110] - [100]: 3.67 GPa
Stiffness ratio [110]/[100]: 1.0260
Ratio range, constants +-1 GPa: 1.0231 to 1.0291
Wrong ratio, Young moduli along length: 1.302
FE stiffness ratio, rigid foot: 1.0248
FE stiffness ratio, elastic substrate: 1.0246
Thickness change equal to direction effect: 0.129 nm
Capillary pressure at fixed gap: 1.68 MPa
Collapse limit of fixed-gap deflection s/8: 3.125 nm
Collapse height ratio [110]/[100]: 1.0064
Neglected effects, [110] wall:
  substrate foot, added deflection: 17.9 %
  oxide input: 1 nm per face, 75 GPa
  oxide skin, loss of stiffness: 16.8 %
  shear, added deflection: 1.13 %
  contact-line moment, added deflection: 2.60 %
  gap closure, added deflection: 10.4 %
  no lengthwise restraint, loss of E': 10.1 %
  warming by 50 K at 70 ppm/K: 0.35 % softer
  largest bending strain at fixed gap: 0.222 %
  collapse height with foot and oxide (rough): 144 nm
all good
```
